# Why ZORA succeeds for mercury's valence orbitals and fails for 1s: a numerical check

```python
"""
Result under test: in a fixed potential V the ZORA orbital energy E_Z and the
Dirac orbital energy E_D (rest energy removed) obey
    E_Z - E_D  ~  E_D * N,   N = < sigma.p c^2/(2c^2-V)^2 sigma.p >,
N being the small-component weight of the normalized ZORA orbital.
Atomic units. P = r * (large radial function), kappa = Dirac quantum number,
small radial function Q = c (P' + kappa P/r) / (2c^2 - V + e_ref), where
e_ref = 0 gives ZORA and e_ref = E_D gives Dirac. For any e_ref the eigenvalue
changes at the rate -N(e_ref), so finite changes are integrals of N(e_ref).
Test atom: mercury, exchange-only local-density potential, point nucleus.
Radial functions are piecewise polynomials in x = ln r.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import make_interp_spline
from scipy.linalg import cholesky, eigh, solve_triangular

c = 1.0 / constants.alpha
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80
SHIFT = 5000.0      # makes the shifted Hamiltonian positive definite

# ---- piecewise polynomial grid in ln r ----
degree, n_elem = 10, 26
r_min, r_max = 1e-8, 40.0
xi = np.concatenate(([-1.0],
                     np.sort(leg.Legendre.basis(degree).deriv().roots().real),
                     [1.0]))
unit = np.eye(degree + 1)
w = 2.0 / (degree * (degree + 1) * leg.legval(xi, unit[degree]) ** 2)
to_coef = np.linalg.inv(leg.legvander(xi, degree))
diff = leg.legval(xi, leg.legder(unit)).T @ to_coef
integ = leg.legval(xi, leg.legint(unit, lbnd=-1)).T @ to_coef
h = np.log(r_max / r_min) / n_elem
idx = np.arange(n_elem)[:, None] * degree + np.arange(degree + 1)[None, :]
n_nodes = n_elem * degree + 1
x = np.zeros(n_nodes)
x[idx] = (np.log(r_min) + h * np.arange(n_elem)[:, None]
          + 0.5 * h * (xi[None, :] + 1))
r = np.exp(x)
wq = 0.5 * h * w
mass = np.zeros(n_nodes)
np.add.at(mass, idx, wq * r[idx])


def cumulative(f):
    """Integral of f dx from the first node to every node."""
    inc = 0.5 * h * f[idx] @ integ.T
    start = np.concatenate(([0.0], np.cumsum(inc[:, -1])[:-1]))
    out = np.zeros(n_nodes)
    out[idx] = inc + start[:, None]
    return out


def solve(kappa, V, count, e_ref=0.0):
    """Lowest eigenpairs of V + sigma.p c^2/(2c^2-V+e_ref) sigma.p."""
    op = diff * 2 / h + kappa * unit
    weight = wq * (c**2 / (2 * c**2 - V + e_ref) / r)[idx]
    blocks = np.einsum("qi,eq,qj->eij", op, weight, op, optimize=True)
    A = np.zeros((n_nodes, n_nodes))
    np.add.at(A, (idx[:, :, None], idx[:, None, :]), blocks)
    A[np.diag_indices(n_nodes)] += mass * V
    A, M = A[1:-1, 1:-1], mass[1:-1]
    root = np.sqrt(M)
    # inverse of the shifted operator: accurate for the low eigenvalues
    L = cholesky(A + np.diag(SHIFT * M), lower=True)
    X = solve_triangular(L, np.diag(root), lower=True)
    n = len(M)
    _, u = eigh(X.T @ X, subset_by_index=[n - count, n - 1])
    p = u[:, ::-1] / root[:, None]
    energy = np.sum(p * (A @ p), axis=0) / np.sum(p * p * M[:, None], axis=0)
    P = np.zeros((n_nodes, count))
    P[1:-1] = p
    return energy, P


def small(P, kappa, V, e_ref=0.0):
    op = diff * 2 / h + kappa * unit
    return (P[idx] @ op.T) / r[idx] * (c / (2 * c**2 - V + e_ref))[idx]


def small_overlap(q1, q2):
    return np.sum(wq * r[idx] * q1 * q2)


def dirac_level(kappa, V, k, start):
    """Solve E = eigenvalue(e_ref=E) by iteration for level number k."""
    e = start
    for _ in range(40):
        en, P = solve(kappa, V, k + 1, e)
        done = abs(en[k] - e) < 1e-10 * max(1.0, abs(e))
        e = en[k]
        if done:
            break
    assert done or abs(solve(kappa, V, k + 1, e)[0][k] - e) < 1e-8 * max(1, abs(e))
    return e, P[:, k]


# ---- Coulomb field: closed Dirac formula and ZORA scaling law ----
V_coul = -Z / r
worst_coul = 0.0
for kappa, count in ((-1, 3), (1, 2)):
    ez, _ = solve(kappa, V_coul, count)
    for k in range(count):
        n_r = k if kappa < 0 else k + 1
        g = np.sqrt(kappa**2 - (Z / c) ** 2)
        exact = c**2 * (1 / np.sqrt(1 + (Z / c / (n_r + g)) ** 2) - 1)
        ed, _ = dirac_level(kappa, V_coul, k, ez[k])
        scaled = 2 * c**2 * exact / (2 * c**2 + exact)
        worst_coul = max(worst_coul, abs(ed / exact - 1), abs(ez[k] / scaled - 1))
        if kappa == -1 and k == 0:
            coul_d, coul_z = ed, ez[0]
assert worst_coul < 2e-6

# ---- self-consistent mercury potential ----
shells = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
assert sum(2 * abs(k) * m for k, m in shells.items()) == Z
V = -(1 + (Z - 1) / (1 + 2.6 * r) ** 2) / r
for cycle in range(1, 151):
    dens = np.zeros(n_nodes)
    for kappa, count in shells.items():
        _, P = solve(kappa, V, count)
        dens += 2 * abs(kappa) * np.sum(P**2, axis=1)
    inside, outer = cumulative(dens * r), cumulative(dens)
    V_new = (-Z / r + inside / r + outer[-1] - outer
             - (3 * dens / (4 * np.pi * r**2) / np.pi) ** (1 / 3))
    change = np.max(np.abs(r * (V_new - V)))
    if change < 1e-6:
        break
    V = V + 0.3 * (V_new - V)
assert change < 1e-5

# ---- ZORA and Dirac levels in the same frozen potential ----
levels = {}
for kappa, count in shells.items():
    ez, PZ = solve(kappa, V, count)
    l = kappa if kappa > 0 else -kappa - 1
    for k in range(count):
        ed, PD = dirac_level(kappa, V, k, ez[k])
        qz, qd = small(PZ[:, k], kappa, V), small(PD, kappa, V, ed)
        N = small_overlap(qz, qz)
        ratio = small_overlap(qz, qd) / np.sum(mass * PZ[:, k] * PD)
        err = ez[k] - ed
        assert err < 0                                    # ZORA too low
        assert abs(err - ed * ratio) < 1e-3 * abs(err) + 1e-8   # exact identity
        assert abs(err - ed * N) < 0.03 * abs(err)        # leading-order estimate
        name = f"{k + l + 1}{'spdf'[l]}{2 * abs(kappa) - 1}/2"
        levels[name] = dict(ed=ed, ez=ez[k], N=N, err=err, P=PZ[:, k], q=qz)

# ---- independent check: integrate the coupled radial Dirac equations ----
rV = make_interp_spline(x, r * V, k=5)


def mismatch(E, kappa, r_match, r_far):
    def rhs(t, y):
        rr, rv = np.exp(t), float(rV(t))
        return [-kappa * y[0] + (rr * (2 * c**2 + E) - rv) / c * y[1],
                kappa * y[1] - (rr * E - rv) / c * y[0]]
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-12)
    g = np.sqrt(kappa**2 - (Z / c) ** 2)
    t_m, t_f = np.log(r_match), np.log(r_far)
    a = solve_ivp(rhs, (x[0], t_m), [1.0, (g + kappa) * c / Z], **opts).y[:, -1]
    v = float(rV(t_f)) / r_far
    decay = np.sqrt((v - E) * (2 * c**2 + E - v)) / c
    q0 = (-decay + kappa / r_far) * c / (2 * c**2 + E - v)
    b = solve_ivp(rhs, (t_f, t_m), [1.0, q0], **opts).y[:, -1]
    return a[0] * b[1] - a[1] * b[0]


for name, kappa, r_match, r_far in (("1s1/2", -1, 0.012, 0.4),
                                    ("6s1/2", -1, 1.5, 30.0),
                                    ("5d5/2", -3, 1.0, 25.0)):
    E = levels[name]["ed"]
    d = 1e-6 * abs(E) + 1e-5
    assert (mismatch(E - d, kappa, r_match, r_far)
            * mismatch(E + d, kappa, r_match, r_far)) < 0

# ---- where the small-component weight of 6s is located ----
s1, s6 = levels["1s1/2"], levels["6s1/2"]
inner = r[idx[:, -1]] < 1.5
r_cut = r[idx[inner, -1]].max()
N_share = np.sum((wq * r[idx] * s6["q"] ** 2)[inner]) / s6["N"]
charge_share = np.sum((wq * r[idx] * s6["P"][idx] ** 2)[inner])
assert N_share > 0.5 and charge_share < 0.3
noV = {}
for key, lev in (("1s", s1), ("6s", s6)):
    q = small(lev["P"], -1, np.zeros(n_nodes))
    noV[key] = small_overlap(q, q)

# ---- move the zero of energy to the Dirac 1s level ----
V_moved = V - s1["ed"]
em, Pm = solve(-1, V_moved, 6)
err1_moved = em[0]                    # the Dirac 1s energy is now zero
e6_moved = em[5] + s1["ed"]           # referred back to the original zero
err6_moved = e6_moved - s6["ed"]
qm = small(Pm[:, 5], -1, V_moved)
N6_moved = small_overlap(qm, qm)
one_point = (s6["ed"] - s1["ed"]) * N6_moved
# the dropped energy runs over thousands of hartree: integrate N along it
points, weights = leg.leggauss(40)
half = 0.5 * (s6["ed"] - s1["ed"])
integral = 0.0
for t, wt in zip(points, weights):
    e_ref = s1["ed"] + half * (1 + t)
    _, Pe = solve(-1, V, 6, e_ref)
    qe = small(Pe[:, 5], -1, V, e_ref)
    integral += half * wt * small_overlap(qe, qe)
assert abs(err1_moved) < 1e-4
assert err6_moved > 1000 * abs(s6["err"])
assert abs(integral / err6_moved - 1) < 5e-3

# ---- output ----
print(f"speed of light c = {c:.6f} a.u.; 2c^2 = {2 * c**2:.3f} hartree")
print(f"Coulomb field Z = {Z}, 1s: Dirac {coul_d:.3f}, ZORA {coul_z:.3f} hartree")
print(f"Coulomb tests, largest relative deviation: {worst_coul:.1e}")
print(f"mercury potential: {cycle} cycles, last change of r*V {change:.1e} a.u.")
print("energies in hartree; N is a pure number")
print("level   E_Dirac       E_ZORA        E_Z-E_D      E_D*N        N")
for name, v in levels.items():
    print(f"{name} {v['ed']:13.6f} {v['ez']:13.6f} {v['err']:12.4e} "
          f"{v['ed'] * v['N']:12.4e} {v['N']:10.3e}")
for key, v in (("1s", s1), ("6s", s6)):
    print(f"{key} ZORA error: {v['err'] * hartree_ev:.4e} eV, "
          f"relative {v['err'] / v['ed']:.3e}")
    print(f"{key} scaled energy E_Z/(1+N): {v['ez'] / (1 + v['N']):.6f} hartree")
    print(f"{key} |E_D|/(2c^2): {abs(v['ed']) / (2 * c**2):.3e}")
    print(f"{key} N with V left out of the denominator: {noV[key]:.3e}")
print(f"1s/6s ratio of E_D: {s1['ed'] / s6['ed']:.4g}")
print(f"1s/6s ratio of N: {s1['N'] / s6['N']:.4g}")
print(f"1s/6s ratio of error: {s1['err'] / s6['err']:.4g}")
print(f"6s inside r = {r_cut:.3f} bohr: share of N {N_share:.3f}, "
      f"share of charge {charge_share:.4f}")
print("zero of energy moved to the Dirac 1s level:")
print(f"  1s ZORA error, absolute value: {abs(err1_moved):.1e} hartree")
print(f"  6s ZORA energy, original zero: {e6_moved:.5f} hartree")
print(f"  6s ZORA error: {err6_moved:.5f} hartree")
print(f"  6s error from the integral of N: {integral:.5f} hartree")
print(f"  6s one-point estimate: {one_point:.5f} hartree")
print(f"  6s N: original zero {s6['N']:.3e}, moved zero {N6_moved:.3e}")
print("done: every assertion held")
```

Printed output:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Coulomb field Z = 80, 1s: Dirac -3532.192, ZORA -3898.869 hartree
Coulomb tests, largest relative deviation: 5.4e-09
mercury potential: 40 cycles, last change of r*V 9.2e-07 a.u.
energies in hartree; N is a pure number
level   E_Dirac       E_ZORA        E_Z-E_D      E_D*N        N
1s1/2  -3046.732081  -3357.582483  -3.1085e+02  -3.1122e+02  1.021e-01
2s1/2   -539.633850   -551.356323  -1.1722e+01  -1.1737e+01  2.175e-02
3s1/2   -127.993554   -128.910219  -9.1667e-01  -9.1746e-01  7.168e-03
4s1/2    -28.067558    -28.135837  -6.8278e-02  -6.8312e-02  2.434e-03
5s1/2     -4.289995     -4.292688  -2.6931e-03  -2.6935e-03  6.279e-04
6s1/2     -0.221830     -0.221845  -1.4802e-05  -1.4803e-05  6.673e-05
2p1/2   -517.826301   -529.122552  -1.1296e+01  -1.1310e+01  2.184e-02
3p1/2   -118.164712   -119.004913  -8.4020e-01  -8.4092e-01  7.117e-03
4p1/2    -23.857507    -23.913290  -5.5783e-02  -5.5810e-02  2.339e-03
5p1/2     -2.895840     -2.897407  -1.5671e-03  -1.5673e-03  5.412e-04
2p3/2   -446.446520   -455.051967  -8.6054e+00  -8.6157e+00  1.930e-02
3p3/2   -102.355417   -103.009553  -6.5414e-01  -6.5466e-01  6.396e-03
4p3/2    -20.030786    -20.072039  -4.1253e-02  -4.1271e-02  2.060e-03
5p3/2     -2.218304     -2.219312  -1.0075e-03  -1.0076e-03  4.542e-04
3d3/2    -86.066918    -86.607651  -5.4073e-01  -5.4115e-01  6.288e-03
4d3/2    -13.146136    -13.170594  -2.4458e-02  -2.4467e-02  1.861e-03
5d3/2     -0.363087     -0.363178  -9.1138e-05  -9.1142e-05  2.510e-04
3d5/2    -82.674491    -83.177921  -5.0343e-01  -5.0381e-01  6.094e-03
4d5/2    -12.432238    -12.454473  -2.2236e-02  -2.2244e-02  1.789e-03
5d5/2     -0.295628     -0.295696  -6.7916e-05  -6.7919e-05  2.297e-04
4f5/2     -3.557800     -3.562847  -5.0464e-03  -5.0474e-03  1.419e-03
4f7/2     -3.403686     -3.408414  -4.7281e-03  -4.7290e-03  1.389e-03
1s ZORA error: -8.4587e+03 eV, relative 1.020e-01
1s scaled energy E_Z/(1+N): -3046.394181 hartree
1s |E_D|/(2c^2): 8.112e-02
1s N with V left out of the denominator: 1.593e-01
6s ZORA error: -4.0280e-04 eV, relative 6.673e-05
6s scaled energy E_Z/(1+N): -0.221830 hartree
6s |E_D|/(2c^2): 5.906e-06
6s N with V left out of the denominator: 7.589e-05
1s/6s ratio of E_D: 1.373e+04
1s/6s ratio of N: 1531
1s/6s ratio of error: 2.1e+07
6s inside r = 1.333 bohr: share of N 0.917, share of charge 0.0469
zero of energy moved to the Dirac 1s level:
  1s ZORA error, absolute value: 3.9e-09 hartree
  6s ZORA energy, original zero: -0.07790 hartree
  6s ZORA error: 0.14393 hartree
  6s error from the integral of N: 0.14393 hartree
  6s one-point estimate: 0.09420 hartree
  6s N: original zero 6.673e-05, moved zero 3.092e-05
done: every assertion held
```
